# Why the linear-parabolic crossover thickness shrinks on heating: a program that tests the result

```python
"""
Result under test: in the growth law x^2 + A x = B t, with B activated by
E_B = 1.24 eV and B/A activated by E_L = 2.0 eV, the crossover thickness
follows A ~ exp((E_L - E_B)/(kB T)) and therefore shrinks on heating.

x: oxide thickness (um), t: time (h), T: temperature (K)
D: oxidant diffusivity in the oxide (um^2/h), k: reaction velocity (um/h)
c: surface oxidant concentration divided by the number of oxidant
   molecules built into unit volume of oxide (dimensionless)
q: heat of solution, the activation energy of c (eV)
The tests solve a discretized diffusion profile with a reacting interface,
grow the oxide in time, and read A and B from the thickness-time data.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

KB = constants.k / constants.e          # eV/K
ZERO_C = constants.zero_Celsius
E_B, E_L = 1.24, 2.0                    # eV
T_REF = 1000.0 + ZERO_C
D_REF, K_REF, C_REF = 5000.0, 1.0e5, 1.0e-6
Q_SOL = 0.10                            # eV
BASE = (E_B - Q_SOL, E_L - Q_SOL, Q_SOL)  # energies of D, k, c


def arrhenius(value_ref, energy, T):
    return value_ref * np.exp(-energy / KB * (1 / T - 1 / T_REF))


# ---------- microscopic model, solved numerically ----------
def interface_fraction(x, T, energies=BASE, nodes=11):
    """Interface concentration over surface concentration."""
    D = arrhenius(D_REF, energies[0], T)
    k = arrhenius(K_REF, energies[1], T)
    step = x / (nodes - 1)
    M = np.zeros((nodes, nodes))
    rhs = np.zeros(nodes)
    M[0, 0] = rhs[0] = 1.0
    for i in range(1, nodes - 1):
        M[i, i - 1:i + 2] = 1.0, -2.0, 1.0
    M[-1, -2] = 1.0
    M[-1, -1] = -(1.0 + k * step / D)
    return np.linalg.solve(M, rhs)[-1]


def growth_rate(x, T, energies=BASE):
    k = arrhenius(K_REF, energies[1], T)
    c = arrhenius(C_REF, energies[2], T)
    return k * c * interface_fraction(x, T, energies)


def constants_from_growth(T, energies=BASE):
    """Grow the oxide, then fit t/x = x/B + A/B; return A and B."""
    times = np.geomspace(0.1, 200.0, 14)
    run = solve_ivp(lambda t, y: [growth_rate(y[0], T, energies)],
                    (0.0, 200.0), [0.0], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-12)
    assert run.success
    x = run.y[0]
    slope, intercept = np.polyfit(x, times / x, 1)
    residual = times / x - (slope * x + intercept)
    assert np.max(np.abs(residual) / (times / x)) < 1e-5
    return intercept / slope, 1 / slope


def activation(values, temps):
    """Activation energy (eV), positive if the value rises on heating."""
    return -np.polyfit(1 / (KB * temps), np.log(values), 1)[0]


# ---------- derived formulas ----------
A_REF = 2 * D_REF / K_REF
B_REF = 2 * D_REF * C_REF
DELTA = E_L - E_B


def A_law(T):
    return A_REF * np.exp(DELTA / KB * (1 / T - 1 / T_REF))


def B_law(T):
    return arrhenius(B_REF, E_B, T)


def crossover_time(T):
    return 2 * A_law(T)**2 / B_law(T)


def reaction_share(x, T):
    return A_law(T) / (A_law(T) + 2 * x)


def apparent_energy(x, T):
    s = reaction_share(x, T)
    return s * E_L + (1 - s) * E_B


def equal_resistance_temperature(x):
    return 1 / (1 / T_REF + KB / DELTA * np.log(2 * x / A_REF))


celsius = np.array([800.0, 900.0, 1000.0, 1100.0, 1200.0])
temps = celsius + ZERO_C

# A and B read from simulated growth agree with the derived laws
A_fit, B_fit = np.array([constants_from_growth(T) for T in temps]).T
assert np.allclose(A_fit, A_law(temps), rtol=1e-4)
assert np.allclose(B_fit, B_law(temps), rtol=1e-4)
assert np.all(np.diff(A_fit) < 0)
slope_A = activation(A_fit, temps)
slope_B = activation(B_fit, temps)
slope_L = activation(B_fit / A_fit, temps)
assert abs(slope_A + DELTA) < 1e-3
assert abs(slope_B - E_B) < 1e-3 and abs(slope_L - E_L) < 1e-3

# Another heat of solution shifts both energies but leaves A unchanged
extra = 0.30
other = (BASE[0], BASE[1], BASE[2] + extra)
A_sol, B_sol = np.array([constants_from_growth(T, other) for T in temps]).T
assert np.allclose(A_sol, A_fit, rtol=1e-4)
sol_B = activation(B_sol, temps)
sol_L = activation(B_sol / A_sol, temps)
assert abs(sol_B - E_B - extra) < 1e-3
assert abs(sol_L - E_L - extra) < 1e-3

# Exchanging the energies of diffusion and reaction reverses the trend
swapped = (BASE[1], BASE[0], BASE[2])
A_swap = np.array([constants_from_growth(T, swapped)[0] for T in temps])
assert np.all(np.diff(A_swap) > 0)
slope_swap = activation(A_swap, temps)
assert abs(slope_swap - DELTA) < 1e-3

# Local sensitivity of A from growth runs at neighbouring temperatures
sensitivity = -DELTA / (KB * T_REF**2)
A_hot = constants_from_growth(T_REF + 5)[0]
A_cold = constants_from_growth(T_REF - 5)[0]
assert abs(np.log(A_hot / A_cold) / 10 / sensitivity - 1) < 2e-3

# Resistance share and apparent activation energy at fixed thickness
x_film = 0.10
for T in temps:
    assert abs(interface_fraction(x_film, T) - reaction_share(x_film, T)) < 1e-9
    near = np.array([T - 0.5, T + 0.5])
    rates = np.array([growth_rate(x_film, S) for S in near])
    assert abs(activation(rates, near) - apparent_energy(x_film, T)) < 1e-4

# Temperatures at which the two resistances are equal
T_equal = equal_resistance_temperature(x_film)
T_half = 1 / (1 / T_REF - KB * np.log(2) / DELTA)
for x, T_formula in ((x_film, T_equal), (A_REF / 4, T_half)):
    root = brentq(lambda T: interface_fraction(x, T) - 0.5, 900.0, 1700.0)
    assert abs(root - T_formula) < 1e-4

# Time to grow to x = A, by quadrature of the inverse rate
t_cross = np.array([quad(lambda x: 1 / growth_rate(x, T), 0, A)[0]
                    for T, A in zip(temps, A_fit)])
assert np.allclose(t_cross, crossover_time(temps), rtol=1e-3)
slope_t = activation(t_cross, temps)
assert abs(slope_t + 2 * E_L - E_B) < 2e-3

# ---------- numbers for the text ----------
print(f"Inputs: E_B = {E_B:.2f} eV, E_L = {E_L:.2f} eV")
print(f"E_L - E_B = {DELTA:.2f} eV; kB = {KB:.6e} eV/K")
print(f"(E_L - E_B)/kB = {DELTA / KB:.1f} K")
print(f"At 1000 C: D = {D_REF:.0f} um^2/h, k = {K_REF:.1e} um/h, C*/N = {C_REF:.1e}")
print(f"Energies: E_D = {BASE[0]:.2f}, E_k = {BASE[1]:.2f}, q = {Q_SOL:.2f} eV")
print(f"At 1000 C: A = {A_REF:.3f} um, B = {B_REF:.4f} um^2/h, "
      f"B/A = {B_REF / A_REF:.3f} um/h")
print("T (C) | T (K) | B (um^2/h) | B/A (um/h) | A (um) | A/2 (um) | t_A (h)")
for tc, T in zip(celsius, temps):
    A, B = A_law(T), B_law(T)
    print(f"{tc:.0f} | {T:.2f} | {B:.5f} | {B / A:.5f} | {A:.4f} | "
          f"{A / 2:.4f} | {crossover_time(T):.4g}")
print("Activation energies from simulated growth (eV):")
print(f"  B: {slope_B:.3f}, B/A: {slope_L:.3f}, A: {slope_A:.3f}, t_A: {slope_t:.3f}")
print(f"Heat of solution raised by {extra:.2f} eV (eV):")
print(f"  B: {sol_B:.3f}, B/A: {sol_L:.3f}, A: {activation(A_sol, temps):.3f}")
print(f"E_D and E_k exchanged: A: {slope_swap:.3f} eV")
T1, T2 = temps[1], temps[3]
gain_B = B_law(T2) / B_law(T1)
gain_A = A_law(T2) / A_law(T1)
print("Factors from 900 to 1100 C:")
print(f"  1/T1 - 1/T2 = {1 / T1 - 1 / T2:.4e} 1/K")
print(f"  B: {gain_B:.3f}, B/A: {gain_B / gain_A:.3f}, A: {gain_A:.4f}")
print(f"  A(900 C)/A(1100 C) = {1 / gain_A:.3f}")
print(f"A(800 C)/A(1200 C) = {A_law(temps[0]) / A_law(temps[-1]):.3f}")
print(f"t_A(800 C)/t_A(1200 C) = "
      f"{crossover_time(temps[0]) / crossover_time(temps[-1]):.1f}")
print(f"d ln A/dT at 1000 C = {100 * sensitivity:.3f} percent per K")
print(f"A halves from 1000 C to {T_half - ZERO_C:.1f} C "
      f"(rise {T_half - T_REF:.1f} K)")
print(f"Fixed oxide thickness x = {x_film:.2f} um:")
print("T (C) | reaction share of resistance | E_app (eV) | dx/dt (um/h)")
for tc, T in zip(celsius, temps):
    print(f"{tc:.0f} | {reaction_share(x_film, T):.3f} | "
          f"{apparent_energy(x_film, T):.3f} | {growth_rate(x_film, T):.5f}")
print(f"Equal resistances at x = {x_film:.2f} um: {T_equal - ZERO_C:.1f} C "
      f"({T_equal:.1f} K)")
print("PASS")
```

Running it gives:

```
Inputs: E_B = 1.24 eV, E_L = 2.00 eV
E_L - E_B = 0.76 eV; kB = 8.617333e-05 eV/K
(E_L - E_B)/kB = 8819.4 K
At 1000 C: D = 5000 um^2/h, k = 1.0e+05 um/h, C*/N = 1.0e-06
Energies: E_D = 1.14, E_k = 1.90, q = 0.10 eV
At 1000 C: A = 0.100 um, B = 0.0100 um^2/h, B/A = 0.100 um/h
T (C) | T (K) | B (um^2/h) | B/A (um/h) | A (um) | A/2 (um) | t_A (h)
800 | 1073.15 | 0.00122 | 0.00335 | 0.3636 | 0.1818 | 217.4
900 | 1173.15 | 0.00382 | 0.02114 | 0.1805 | 0.0902 | 17.07
1000 | 1273.15 | 0.01000 | 0.10000 | 0.1000 | 0.0500 | 2
1100 | 1373.15 | 0.02278 | 0.37719 | 0.0604 | 0.0302 | 0.3202
1200 | 1473.15 | 0.04639 | 1.18807 | 0.0390 | 0.0195 | 0.06573
Activation energies from simulated growth (eV):
  B: 1.240, B/A: 2.000, A: -0.760, t_A: -2.760
Heat of solution raised by 0.30 eV (eV):
  B: 1.540, B/A: 2.300, A: -0.760
E_D and E_k exchanged: A: 0.760 eV
Factors from 900 to 1100 C:
  1/T1 - 1/T2 = 1.2415e-04 1/K
  B: 5.969, B/A: 17.841, A: 0.3346
  A(900 C)/A(1100 C) = 2.989
A(800 C)/A(1200 C) = 9.314
t_A(800 C)/t_A(1200 C) = 3307.0
d ln A/dT at 1000 C = -0.544 percent per K
A halves from 1000 C to 1141.6 C (rise 141.6 K)
Fixed oxide thickness x = 0.10 um:
T (C) | reaction share of resistance | E_app (eV) | dx/dt (um/h)
800 | 0.645 | 1.730 | 0.00216
900 | 0.474 | 1.601 | 0.01003
1000 | 0.333 | 1.493 | 0.03333
1100 | 0.232 | 1.416 | 0.08747
1200 | 0.163 | 1.364 | 0.19405
Equal resistances at x = 0.10 um: 884.2 C (1157.3 K)
PASS
```
